# Why the mobility time does not set Dyakonov-Perel spin relaxation: verification in Python

```python
# Dyakonov-Perel spin relaxation in a nondegenerate 2D electron gas.
# Result under test (hbar = 1, Hartree atomic units):
#   Gamma_zz = < Om1^2/(g1+nu) + Om3^2/(g3+nu) >,   Gamma_xx = Gamma_zz/2
# Om1, Om3 : first and third angular harmonic of the Dresselhaus field
# g1, g3   : impurity relaxation rates of these harmonics
# nu       : rate of collisions of one electron with opposite-spin electrons
#            (contact interaction); < > is the Boltzmann average, x = E/kT.
# The mobility time contains g1, but no direct contribution of nu.
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.linalg import lu_factor, lu_solve
from scipy.special import ive, comb, eval_genlaguerre, roots_genlaguerre

PS = pc['atomic unit of time'][0] * 1e12
KELVIN = pc['hartree-kelvin relationship'][0]
NM = pc['Bohr radius'][0] * 1e9

mass, kT, width, gamma_d = 0.07, 5e-4, 300.0, 5.0
nu_imp, z_fixed, corr_length = 4e-4, 2.0, 150.0
kth = np.sqrt(2 * mass * kT)
kappa = (np.pi / width) ** 2
zeta = (kth * corr_length) ** 2


def field(kx, ky):
    """Dresselhaus precession vector (x and y parts) from its definition."""
    return (2 * gamma_d * kx * (ky**2 - kappa),
            2 * gamma_d * ky * (kappa - kx**2))


def om1(k):
    return 2 * gamma_d * k * (kappa - k**2 / 4)


def om3(k):
    return gamma_d * k**3 / 2


def z_const(x):
    return z_fixed + 0 * x


def z_smooth(x):
    return zeta * x


def g_imp(n, z):
    """Impurity relaxation rate of harmonic n."""
    return nu_imp * (ive(0, z) - ive(n, z))


def average(func):
    return quad(lambda x: np.exp(-x) * func(x), 0, 60,
                epsabs=0, epsrel=1e-9, limit=300)[0]


# ---- mean square of k_z in a hard-wall well, and harmonics of the field
kz2 = quad(lambda s: 2 / width * (np.pi / width * np.cos(np.pi * s / width))**2,
           0, width, epsabs=0)[0]
assert abs(kz2 / kappa - 1) < 1e-9
phi = 2 * np.pi * np.arange(32) / 32
for k in (0.5 * kth, kth, 2.5 * kth):
    fx, fy = field(k * np.cos(phi), k * np.sin(phi))
    power = np.abs(np.fft.fft(fx + 1j * fy) / 32) ** 2
    first, third = power[1] + power[-1], power[3] + power[-3]
    assert abs(first - om1(k)**2) < 1e-10 * power.sum()
    assert abs(third - om3(k)**2) < 1e-10 * power.sum()
    assert abs(power.sum() - first - third) < 1e-10 * power.sum()

# ---- 2D density of final states does not depend on relative energy
grid = np.arange(-700, 701)
q2 = grid[:, None]**2 + grid[None, :]**2
for low in (50000, 400000):
    count = np.count_nonzero((q2 >= low) & (q2 < low + 50000))
    assert abs(count / (np.pi * 50000) - 1) < 0.01

# ---- electron-electron collision integral by direct quadrature
h_node, h_weight = np.polynomial.hermite.hermgauss(14)
p2x, p2y = np.meshgrid(h_node, h_node, indexing='ij')
w2 = np.outer(h_weight, h_weight) / np.pi
out_angle = 2 * np.pi * np.arange(25) / 25


def collision_rates(g, p1=(0.9, 0.2)):
    """Decay rates / nu of g at p1: charge, spin, tagged electron."""
    cx, cy = (p1[0] + p2x) / 2, (p1[1] + p2y) / 2
    rel = np.hypot(p1[0] - p2x, p1[1] - p2y) / 2
    g2 = np.sum(w2 * g(p2x, p2y))
    o1 = o2 = 0.0
    for a in out_angle:
        dx, dy = rel * np.cos(a), rel * np.sin(a)
        o1 += np.sum(w2 * g(cx + dx, cy + dy)) / len(out_angle)
        o2 += np.sum(w2 * g(cx - dx, cy - dy)) / len(out_angle)
    g1 = g(*p1)
    return (g1 + g2 - o1 - o2) / g1, (g1 - g2 - o1 + o2) / g1, (g1 - o1) / g1


def mode(r, l):
    return lambda px, py: (((px + 1j * py)**l).real
                           * eval_genlaguerre(r, l, px**2 + py**2))


def charge_eigenvalue(r, l):
    return 1 - 2.0**(1 - 2 * r - l) * comb(2 * r + l, r)


ee_table = {}
for r, l in ((0, 1), (1, 1), (2, 1), (0, 2), (0, 3), (1, 3)):
    charge, spin, tagged = collision_rates(mode(r, l))
    assert abs(charge - charge_eigenvalue(r, l)) < 1e-9
    assert abs(spin - 1) < 1e-9
    ee_table[r, l] = charge, spin, tagged
assert abs(ee_table[0, 1][2] - 0.5) < 1e-9
# a function that is no eigenfunction of the charge operator
spin_general = collision_rates(
    lambda px, py: (px**3 - 3 * px * py**2) * np.exp(-0.2 * (px**2 + py**2)))[1]
assert abs(spin_general - 1) < 1e-6


# ---- slowest decay rate of the full spin kinetic operator
def kinetic_rate(nu, z_func, strength=1.0, imp=1.0, n_energy=12, axis=2):
    """Inverse iteration on an (energy, angle) grid; no harmonic expansion."""
    x, w = np.polynomial.laguerre.laggauss(n_energy)
    n_phi = len(phi)
    size = n_energy * n_phi
    weight = np.repeat(w / w.sum(), n_phi) / n_phi
    collide = nu * (np.eye(size) - np.ones((size, 1)) * weight[None, :])
    cosine = np.cos(phi[:, None] - phi[None, :])
    for j in range(n_energy):
        kernel = imp * nu_imp * np.exp(z_func(x[j]) * (cosine - 1)) / n_phi
        part = slice(j * n_phi, (j + 1) * n_phi)
        collide[part, part] += np.diag(kernel.sum(axis=1)) - kernel
    k = kth * np.sqrt(np.repeat(x, n_phi))
    angle = np.tile(phi, n_energy)
    ox, oy = field(k * np.cos(angle), k * np.sin(angle))
    ox, oy = np.diag(strength * ox), np.diag(strength * oy)
    zero = np.zeros((size, size))
    operator = np.block([[collide, zero, -oy],
                         [zero, collide, ox],
                         [oy, -ox, collide]])
    factors = lu_factor(operator)
    vec = np.zeros(3 * size)
    chosen = slice(axis * size, (axis + 1) * size)
    vec[chosen] = 1.0
    for _ in range(8):
        new = lu_solve(factors, vec)
        rate = 1 / (weight @ new[chosen])
        vec = new * rate
    return rate


def dp_parts(nu, z_func, third=3):
    """Contributions of both field harmonics to Gamma_zz."""
    a = average(lambda x: om1(kth * np.sqrt(x))**2
                / (g_imp(1, z_func(x)) + nu))
    b = average(lambda x: om3(kth * np.sqrt(x))**2
                / (g_imp(third, z_func(x)) + nu))
    return a, b


# closed thermal averages against quadrature of the field itself
b4 = kth**2 / 4
om1_sq = 4 * gamma_d**2 * kth**2 * (kappa**2 - 4 * kappa * b4 + 6 * b4**2)
om3_sq = 1.5 * gamma_d**2 * kth**6


def field_square(x):
    fx, fy = field(kth * np.sqrt(x) * np.cos(phi), kth * np.sqrt(x) * np.sin(phi))
    return np.mean(fx**2 + fy**2)


assert abs(average(field_square) / (om1_sq + om3_sq) - 1) < 1e-7

# ---- weak-coupling limit, in-plane rate, order of the correction
g1, g3 = g_imp(1, z_fixed), g_imp(3, z_fixed)
nu_ref = 1e-4
closed = om1_sq / (g1 + nu_ref) + om3_sq / (g3 + nu_ref)
tiny = 0.02
limit_zz = kinetic_rate(nu_ref, z_const, tiny) / tiny**2
limit_xx = kinetic_rate(nu_ref, z_const, tiny, axis=0) / tiny**2
assert abs(limit_zz / closed - 1) < 1e-3
assert abs(limit_xx / limit_zz - 0.5) < 1e-3
dev = [kinetic_rate(nu_ref, z_const, c) / c**2 - limit_zz for c in (0.4, 0.2)]
assert 3.4 < dev[0] / dev[1] < 4.6
wrong_third = (om1_sq + om3_sq) / (g1 + nu_ref)
assert abs(wrong_third / limit_zz - 1) > 0.05

# no impurities: infinite mobility, finite spin relaxation
pure_formula = (om1_sq + om3_sq) / nu_ref
pure_limit = kinetic_rate(nu_ref, z_const, tiny, imp=0.0) / tiny**2
assert abs(pure_limit / pure_formula - 1) < 1e-3


# ---- mobility time with electron-electron collisions included
def mobility_time(nu, z_func, n_basis=30):
    x, w = roots_genlaguerre(80, 1)
    basis = np.array([eval_genlaguerre(r, 1, x) / np.sqrt(r + 1)
                      for r in range(n_basis)])
    matrix = (basis * (w * g_imp(1, z_func(x)))) @ basis.T
    matrix += nu * np.diag([charge_eigenvalue(r, 1) for r in range(n_basis)])
    return np.linalg.inv(matrix)[0, 0]


print(f"thermal energy kT = {kT:.1e} Ha = {kT*KELVIN:.0f} K")
print(f"mass = {mass} m_e; well width = {width:.0f} a0 = {width*NM:.1f} nm")
print(f"Dresselhaus constant = {gamma_d} a.u.")
print(f"thermal wave number k_T = {kth:.5f} 1/a0")
print(f"mean k_z^2 = {kappa:.4e} 1/a0^2")
print(f"subband gap / kT = {3*kappa/(2*mass)/kT:.2f}")
print(f"Om1(k_T), Om3(k_T) = {om1(kth):.3e}, {om3(kth):.3e} a.u.")
print(f"<Om1^2>, <Om3^2> = {om1_sq:.4e}, {om3_sq:.4e} a.u.")
print(f"impurity strength nu_i = {nu_imp:.1e} a.u., z = {z_fixed}")
print(f"g1, g3 = {g1:.4e}, {g3:.4e} a.u.; g3/g1 = {g3/g1:.3f}")
print("e-e decay rates / nu (charge, spin, tagged electron):")
for (r, l), row in ee_table.items():
    print(f"  r={r} l={l}: " + ", ".join(f"{abs(v):.5f}" for v in row))
print(f"weak-coupling test at nu = {nu_ref:.0e} a.u.:")
print(f"  Gamma_zz kinetic, formula = {limit_zz:.5e}, {closed:.5e} a.u.")
print(f"  Gamma_xx/Gamma_zz kinetic = {limit_xx/limit_zz:.5f}")
print(f"  correction ratio on halving the coupling = {dev[0]/dev[1]:.3f}")

naive = (om1_sq + om3_sq) / g1
print(f"mobility time 1/g1 = {1/g1:.4e} a.u. = {PS/g1:.4f} ps")
print(f"rate from mobility time = {naive:.4e} a.u.; life {PS/naive:.2f} ps")
print("sweep, rates in a.u.: nu | formula | full kinetic | g1 for both")
print("  then: third-harmonic share | naive/formula | life in ps")
previous = np.inf
for nu in (5e-5, 1e-4, 2e-4, 4e-4):
    a, b = dp_parts(nu, z_const)
    full = kinetic_rate(nu, z_const)
    both = sum(dp_parts(nu, z_const, third=1))
    assert abs(full / (a + b) - 1) < 0.10
    assert a + b < previous
    assert abs(mobility_time(nu, z_const) * g1 - 1) < 1e-8
    previous = a + b
    print(f"  {nu:.0e} | {a+b:.4e} | {full:.4e} | {both:.4e}")
    print(f"    {b/(a+b):.4f} | {naive/(a+b):.3f} | {PS/(a+b):.2f}")
print(f"no impurities, nu = {nu_ref:.0e}: Gamma_zz = {pure_formula:.4e} a.u.,"
      f" life {PS/pure_formula:.2f} ps")

# ---- smooth disorder: impurity rates depend on energy
upper = average(lambda x: x / g_imp(1, z_smooth(x)))
lower = 1 / average(lambda x: x * g_imp(1, z_smooth(x)))
smooth_formula = sum(dp_parts(nu_ref, z_smooth))
smooth_limit = kinetic_rate(nu_ref, z_smooth, tiny, n_energy=20) / tiny**2
# tolerance set by the 20-point energy quadrature of the kinetic grid
assert abs(smooth_limit / smooth_formula - 1) < 3e-3
assert abs(mobility_time(1.0, z_smooth) / lower - 1) < 2e-3
print(f"smooth disorder, correlation length {corr_length:.0f} a0:")
print(f"  mobility time bounds = {lower:.4e}, {upper:.4e} a.u.")
print(f"  weak-coupling kinetic, formula = {smooth_limit:.4e},"
      f" {smooth_formula:.4e} a.u.")
print("  nu | mobility time | Gamma_zz (a.u.)")
last_time = upper
for nu in (1e-4, 1e-3, 1e-2):
    t_mob = mobility_time(nu, z_smooth)
    assert abs(mobility_time(nu, z_smooth, 20) / t_mob - 1) < 2e-3
    assert lower < t_mob < last_time
    last_time = t_mob
    rate = sum(dp_parts(nu, z_smooth))
    print(f"  {nu:.0e} | {t_mob:.4e} | {rate:.4e}")
# for fast e-e collisions the spin rate falls as 1/nu
assert abs(sum(dp_parts(1.0, z_smooth)) / (om1_sq + om3_sq) - 1) < 2e-3

print("no test failed")
```

Output:

```
thermal energy kT = 5.0e-04 Ha = 158 K
mass = 0.07 m_e; well width = 300 a0 = 15.9 nm
Dresselhaus constant = 5.0 a.u.
thermal wave number k_T = 0.00837 1/a0
mean k_z^2 = 1.0966e-04 1/a0^2
subband gap / kT = 4.70
Om1(k_T), Om3(k_T) = 7.711e-06, 1.464e-06 a.u.
<Om1^2>, <Om3^2> = 4.3309e-11, 1.2863e-11 a.u.
impurity strength nu_i = 4.0e-04 a.u., z = 2.0
g1, g3 = 3.7296e-05, 1.1189e-04 a.u.; g3/g1 = 3.000
e-e decay rates / nu (charge, spin, tagged electron):
  r=0 l=1: 0.00000, 1.00000, 0.50000
  r=1 l=1: 0.25000, 1.00000, 0.62500
  r=2 l=1: 0.37500, 1.00000, 0.68750
  r=0 l=2: 0.50000, 1.00000, 0.75000
  r=0 l=3: 0.75000, 1.00000, 0.87500
  r=1 l=3: 0.68750, 1.00000, 0.84375
weak-coupling test at nu = 1e-04 a.u.:
  Gamma_zz kinetic, formula = 3.76146e-07, 3.76146e-07 a.u.
  Gamma_xx/Gamma_zz kinetic = 0.50000
  correction ratio on halving the coupling = 3.934
mobility time 1/g1 = 2.6813e+04 a.u. = 0.6486 ps
rate from mobility time = 1.5061e-06 a.u.; life 16.06 ps
sweep, rates in a.u.: nu | formula | full kinetic | g1 for both
  then: third-harmonic share | naive/formula | life in ps
  5e-05 | 5.7557e-07 | 5.7439e-07 | 6.4346e-07
    0.1380 | 2.617 | 42.03
  1e-04 | 3.7615e-07 | 3.7579e-07 | 4.0913e-07
    0.1614 | 4.004 | 64.31
  2e-04 | 2.2375e-07 | 2.2365e-07 | 2.3671e-07
    0.1843 | 6.731 | 108.11
  4e-04 | 1.2417e-07 | 1.2415e-07 | 1.2845e-07
    0.2024 | 12.130 | 194.81
no impurities, nu = 1e-04: Gamma_zz = 5.6171e-07 a.u., life 43.06 ps
smooth disorder, correlation length 150 a0:
  mobility time bounds = 2.1135e+04, 7.3454e+04 a.u.
  weak-coupling kinetic, formula = 3.7868e-07, 3.7868e-07 a.u.
  nu | mobility time | Gamma_zz (a.u.)
  1e-04 | 4.0110e+04 | 3.7868e-07
  1e-03 | 2.5064e+04 | 5.2943e-08
  1e-02 | 2.1597e+04 | 5.5814e-09
no test failed
```
